Static permittivity from the infrared frequencies of a cubic polar crystal

Anyone who calculates the static permittivity of an interlayer dielectric from its infrared frequencies must first decide which vibrational bands to include: the one with the widest splitting, or all of them, and in the latter case whether each may be treated separately. In the example below, keeping the most strongly split band gives 2.8, adding the contributions that three bands would make if each were alone gives 3.5, and the correct value is 3.8. For a cubic crystal with n polar modes the rule that settles the matter is

ε_s/ε_∞ = (ω_L1/ω_T1)² (ω_L2/ω_T2)² … (ω_Ln/ω_Tn)².

Here ε_s is the relative permittivity far below all the polar modes, and ε_∞ is the electronic permittivity, with the ions held in place. The ω_Tj and ω_Lj are the transverse and longitudinal frequencies at wavelengths much longer than the unit cell. The lattice is taken as harmonic, stable and undamped, and the electrons are taken to follow the ions instantly. The crystal is an insulator without freely turning dipoles, and its strain is held fixed, so that a piezoelectric deformation does not add to ε_s.

The derivation starts from the forces on the ions. Let x_i be the displacement of ion i, of mass m_i, in a cell of volume V, along the direction of a macroscopic field E. The force from the field is Z_i e E, where the effective charge Z_i includes the electronic charge that moves along with the ion. With the mass-weighted displacement u_i = √m_i x_i and z_i = Z_i e/√m_i, the equations of motion are

ü = −D u + z E.

The symmetric matrix D contains the restoring forces at zero macroscopic field. Local fields within the cell are therefore already part of D, z and ε_∞. The polarization is

P = zᵀu/V + ε₀(ε_∞ − 1)E.

The same z appears in both equations because the force is minus the derivative of the energy with respect to displacement, the dipole moment is minus its derivative with respect to the field, and the mixed second derivative does not depend on the order.

Cubic symmetry enters here. The three components of a vector form one irreducible set under every cubic point group. Displacement patterns that couple to a uniform field come in such triples, and the forces couple an x pattern to other x patterns, with the same constants for y and z. One component thus represents any field direction. If a field along x also drives sideways displacements of some ions, these belong to the x pattern and count as further entries of u and z; the algebra is unchanged. Patterns of other symmetry do not couple to E; they are silent in the infrared and can be left out. In a crystal of lower symmetry the longitudinal frequencies can depend on direction, and a single scalar product no longer suffices.

Uniform translation is also removed. It has u_i proportional to √m_i and costs no energy, so D gives zero on it. Its coupling to the field is proportional to the sum of the Z_i, which vanishes in a neutral cell. It therefore decouples from everything that follows, and D now denotes the matrix on the remaining patterns, where stability makes it positive.

For a field varying as exp(−iωt), ü = −ω²u, and hence

(D − ω²)u = zE,  u = (D − ω²)⁻¹ zE.

Inserting this in P and using ε₀ε(ω)E = ε₀E + P gives

ε(ω) = ε_∞ + zᵀ(D − ω²)⁻¹z/(ε₀V).

Let e_j be the normalized eigenvectors of D, with eigenvalues ω_Tj². Then

ε(ω) = ε_∞ + Σ_j S_j/(ω_Tj² − ω²),  S_j = (e_jᵀz)²/(ε₀V).

Modes with S_j = 0 drop out. If two patterns share a frequency, one combination of them carries the whole coupling and the orthogonal one carries none, so the remaining ω_Tj can be taken as distinct, each with S_j > 0.

The eigenvalues of D are transverse frequencies under a condition. For a transverse plane wave of wave vector q, Maxwell's equations give c²q²E = ω²(E + P/ε₀), or

E = ω²P/[ε₀(c²q² − ω²)].

When c²q² is much larger than ω² and also than every strength S_j, this field has a negligible effect and the ions vibrate under D alone. The second requirement matters for strong or soft modes: a single mode that contributes 300 to ε_s, with ε_∞ = 5, still lies at half its limiting frequency when cq = 10ω_T. The condition is compatible with a wavelength much longer than the cell, because the infrared wavelength in vacuum is thousands of times larger than a lattice constant.

A longitudinal wave has its field along q. Without free charge, the displacement field along q must vanish:

0 = ε₀E + P = ε₀ε_∞E + zᵀu/V,

so that

E = −zᵀu/(ε₀ε_∞V).

This field opposes the ionic polarization and does not vanish at long wavelength. Putting it into the equations of motion gives

ü = −D_L u,  D_L = D + z zᵀ/(ε₀ε_∞V).

The longitudinal frequencies squared are the eigenvalues of D_L. The added term stiffens the lattice and couples all the polar modes, since they share one field.

To compare the two sets of frequencies, one needs the determinant of 1 + abᵀ for two vectors a and b. This matrix leaves every vector orthogonal to b unchanged, which supplies n − 1 eigenvalues equal to 1. It multiplies a by 1 + bᵀa. The determinant is therefore 1 + bᵀa when bᵀa ≠ 0, and by continuity also when bᵀa = 0. Now write

D_L − ω² = (D − ω²)[1 + (D − ω²)⁻¹z zᵀ/(ε₀ε_∞V)]

and take determinants, with a = (D − ω²)⁻¹z/(ε₀ε_∞V) and b = z:

det(D_L − ω²)/det(D − ω²) = 1 + zᵀ(D − ω²)⁻¹z/(ε₀ε_∞V) = ε(ω)/ε_∞.

Each determinant is the product of its eigenvalues, so

ε(ω) = ε_∞ Π_j (ω_Lj² − ω²)/(ω_Tj² − ω²).

The transverse frequencies are the poles of ε and the longitudinal ones its zeros. At ω = 0, which is allowed because no ω_Tj vanishes, the stated product follows. For n = 1 it is the Lyddane–Sachs–Teller relation.

The masses affect the frequencies but not the product. At ω = 0 the factors √m_i in z and D cancel in zᵀD⁻¹z, as they must, since a static displacement does not involve inertia.

The relation can be tested on a crystal in which neither the local field nor the longitudinal field is put in by hand. Take a cubic perovskite model with cell edge 1 and Coulomb energy ZZ′/r. An ion of charge 2 sits at the corner and one of charge 4 at the centre; on each face centre is an oxygen core of charge 1 with a massless shell of charge −3. Springs acting along the bonds join the shells to their nearest corner ions (constant 100) and centre ions (300), and an isotropic spring of constant 400 joins each shell to its core. The static response gives ε_s = 1.71276, and the response with the cores clamped gives ε_∞ = 1.54957, a ratio of 1.10532. The vibration frequencies, found from Coulomb sums at the small wave vector 0.001 along a cube edge, give a product of 1.10532 as well. This holds for corner, centre and oxygen masses of 90, 50, 16 and of 30, 120, 16, although the lowest transverse frequency moves from 2.075 to 2.100 in model units. Besides the three polar modes the model has one silent mode; its longitudinal and transverse frequencies coincide, so its factor is 1.

The order of the frequencies follows from the slope of the permittivity,

dε/d(ω²) = Σ_j S_j/(ω_Tj² − ω²)² > 0.

Below the first pole ε rises from the positive value ε_s and has no zero. Between neighbouring poles it rises from −∞ to +∞ and crosses zero once. Above the last pole it rises from −∞ to ε_∞ and again crosses once. Therefore

ω_T1 < ω_L1 < ω_T2 < ω_L2 < … < ω_Tn < ω_Ln.

This gives a consistency condition on measured or calculated frequencies. The product itself does not depend on how the longitudinal frequencies are paired with the transverse ones, but a missing band changes it.

The strengths can be recovered from the frequencies. Multiply both forms of ε(ω) by ω_Tj² − ω² and let ω approach ω_Tj. In the sum, S_j alone survives, and so

S_j = ε_∞ Π_k (ω_Lk² − ω_Tj²)/Π_{k≠j} (ω_Tk² − ω_Tj²).

The static contribution of mode j is Δε_j = S_j/ω_Tj², and ε_s = ε_∞ + Σ_j Δε_j. Since S_j contains all the frequencies, the ratio (ω_Lj/ω_Tj)² by itself does not tell how much mode j contributes.

The soft-mode limit is read from the same sum. If ω_T1 tends to zero while S_1 stays finite and the other modes stay put, Δε_1 = S_1/ω_T1² dominates and ε_s diverges. At ω_T1 = 0 the harmonic crystal is no longer stable, and the static formula ceases to apply.

As an example, take an idealized isotropic dielectric with three polar modes and ε_∞ = 2.1. The transverse frequencies are 450, 800 and 1070 cm⁻¹, the longitudinal ones 510, 820 and 1240 cm⁻¹. They satisfy the ordering condition. The squared ratios are 1.2844, 1.0506 and 1.3430, so

ε_s = 2.1 × 1.2844 × 1.0506 × 1.3430 = 2.1 × 1.8123 = 3.81.

For the first mode, the squared frequencies in cm⁻² give

S_1 = 2.1 × (510² − 450²)(820² − 450²)(1240² − 450²)/[(800² − 450²)(1070² − 450²)]
= 2.1 × 57600 × 469900 × 1335100/(437500 × 942400)
= 184055 cm⁻².

Dividing by 450² gives Δε_1 = 0.909. In the same way Δε_2 = 0.164 and Δε_3 = 0.633, and the sum 2.1 + 0.909 + 0.164 + 0.633 again gives 3.81. Diagonalizing D_L with these strengths returns 510, 820 and 1240 cm⁻¹. The third mode has the largest frequency ratio, yet the first contributes most to ε_s. Keeping the third pair alone would give 2.82, which is 26 % below the full result.

The error of treating the modes separately can be traced too. If each pair of frequencies belonged to an isolated mode, its contribution would be ε_∞[(ω_Lj/ω_Tj)² − 1]. Adding these gives 2.1 × (1 + 0.2844 + 0.0506 + 0.3430) = 3.52, which is 7 % below 3.81, because the cross terms of the product are missing. The given longitudinal frequencies belong to coupled modes. With the strengths found above, an isolated mode would have a longitudinal frequency given by ω² = ω_Tj² + S_j/ε_∞, which yields 538.7, 830.7 and 1220.6 cm⁻¹. The true frequencies obey ε(ω_Lj) = 0, or

ω_Lj² − ω_Tj² = S_j/b_j,  b_j = ε_∞ + Σ_{k≠j} S_k/(ω_Tk² − ω_Lj²).

The other modes thus replace ε_∞ by b_j. For the first mode b_1 = 184055/57600 = 3.20: the two higher modes, driven below their resonances, follow the field and screen it, which lowers the frequency from 538.7 to 510 cm⁻¹. For the third mode b_3 = 724580/(1240² − 1070²) = 1.85, less than 2.1: the lower modes, driven above their resonances, respond in antiphase and raise the frequency from 1220.6 to 1240 cm⁻¹. The product therefore requires the coupled longitudinal frequencies. With the isolated ones it would give

ε_∞ Π_j (1 + Δε_j/ε_∞) = ε_∞ + Σ_j Δε_j + (products of two or more Δε_j, divided by powers of ε_∞).

The extra products are positive, so this estimate is too high whenever there are two or more polar modes. Here it is 4.22, or 11 % above 3.81.

If the second longitudinal frequency were entered as 790 cm⁻¹, below its transverse partner at 800 cm⁻¹, the residue formula would return a strength of −51545 cm⁻² for one mode. A negative strength is impossible in this model, so such a list contains a wrong or missing frequency.

Real vibrations are damped. With Lorentz damping, ω_Tj² − ω² in the sum becomes ω_Tj² − ω² − iγ_jω. The coefficients are real in the variable iω, so a complex zero w_j of ε is accompanied by −w_j*. If all zeros have nonzero real parts, collecting the pairs gives

ε(ω) = ε_∞ Π_j (ω − w_j)(ω + w_j*)/(ω² + iγ_jω − ω_Tj²).

At ω = 0 each numerator is −|w_j|² and each denominator −ω_Tj², hence

ε_s/ε_∞ = Π_j |w_j|²/ω_Tj².

The product thus survives with |w_j| in place of ω_Lj. A spectrum, however, shows peaks: those of Im ε near the transverse frequencies and those of Im(−1/ε) near the longitudinal ones. For assumed widths γ_j of 40, 40 and 60 cm⁻¹, with strengths and ω_Tj held fixed, the complex zeros reproduce 3.806, while the peak positions give 3.812. The difference is 0.16 % of ε_s.

The accuracy of the frequencies matters more. To first order,

δε_s/ε_s = δε_∞/ε_∞ + 2 Σ_j (δω_Lj/ω_Lj − δω_Tj/ω_Tj).

If every longitudinal frequency is read 5 cm⁻¹ too high and every transverse one 5 cm⁻¹ too low, with ε_∞ held fixed, the result becomes 4.14, an error of 9 %. This is the worst combination for that reading error; a common relative error in all frequencies cancels.

The value of ε_∞ enters in direct proportion. It belongs to frequencies above the lattice modes but well below the electronic transitions, and a refractive index measured with visible light is not quite there. With one assumed electronic resonance at 13 eV, the electronic permittivity at 633 nm is 2.126 instead of 2.1. Using it with the same frequency ratios raises ε_s to 3.85, or by 1.2 %. A measured index also contains the response of the lattice modes, here −0.004 at 633 nm, so n² is 2.122 and the rise is 1.0 %. Within the infrared range itself the electronic permittivity changes by about 0.00015 up to the highest longitudinal mode, so treating it as constant there is justified for this resonance.

The neglect of retardation can be sized as well. Transverse waves obey c²q² = ω²ε(ω). Close to ω_Tj the term S_j/(ω_Tj² − ω²) dominates ε, so the frequency lies below ω_Tj by about S_jω_Tj/(2Q²), where Q is q/2π in cm⁻¹. At a wavelength of 500 nm, Q = 20000 cm⁻¹, and the largest shift is 0.97 cm⁻¹, smaller than the reading error considered above.

These parameters lie in the regime of silica, the classic interlayer dielectric; the frequencies and ε_∞ are rough typical values. The static permittivity of dense silica is roughly 3.9, so the model's 3.8 is near the real case, though with inputs this rough the closeness is no proof of accuracy. It also depends on the bands listed: adding a weak fourth pair with a transverse frequency near 1200 and a longitudinal one near 1160 cm⁻¹, roughly as reported for silica glass, keeps the ordering condition and lowers the product to 3.56. A film of 100 nm would have a capacitance per area ε₀ε_s/d of about 0.34 fF/µm². Real films are glasses and not cubic crystals: they are isotropic on average, but their bands are spread over many local environments, and three sharp modes are an idealization. The assumed damping moves the number obtained from the peaks by 0.16 %, which does not measure the whole effect of disorder. Absorbed water breaks the assumption that there are no free dipoles. If it fills 1 % of the volume as spherical droplets of permittivity 80, an effective-medium estimate with the host held fixed gives 3.91, an increase of 2.6 % that the lattice frequencies do not reveal. Porous and carbon-containing low-k films need their own frequencies and ε_∞.

Temperature and field strength test the harmonic assumption. If all transverse frequencies fall by an assumed 0.005 % per kelvin, heating by 100 K at fixed strengths raises ε_s by 0.017, or 0.5 %. In a field of 5 MV/cm, high for an interlayer dielectric, the ionic polarization ε₀(ε_s − ε_∞)E is about 0.76 µC/cm². Attributed to a charge of 4e in a volume of 0.045 nm³, both rough values, it corresponds to a displacement of 0.0005 nm, about 0.3 % of a bond of 0.16 nm. So small a displacement supports the use of a linear ionic response at this field, but it says nothing about leakage or breakdown, which lie outside the model. The numerical output lists the main computed values.

Computed values

```
Perovskite model: eps_inf = 1.54957, eps_s = 1.71276
  eps_s/eps_inf from static response = 1.10532
  mass set 1: frequency product = 1.10532, lowest w_T = 2.0752 (model units)
  mass set 2: frequency product = 1.10532, lowest w_T = 2.0995 (model units)
  polar modes = 3, silent modes = 1
Example: eps_inf = 2.10
  mode 1: TO = 450, LO = 510 cm^-1, (LO/TO)^2 = 1.2844
    S = 184055 cm^-2, contribution to eps_s = 0.9089
    LO by diagonalization = 510.000, isolated-mode LO = 538.7 cm^-1
  mode 2: TO = 800, LO = 820 cm^-1, (LO/TO)^2 = 1.0506
    S = 105035 cm^-2, contribution to eps_s = 0.1641
    LO by diagonalization = 820.000, isolated-mode LO = 830.7 cm^-1
  mode 3: TO = 1070, LO = 1240 cm^-1, (LO/TO)^2 = 1.3430
    S = 724580 cm^-2, contribution to eps_s = 0.6329
    LO by diagonalization = 1240.000, isolated-mode LO = 1220.6 cm^-1
Product of squared ratios = 1.8123
Static permittivity from product = 3.8059
Static permittivity from sum = 3.8059
Using only the largest ratio (mode 3) = 2.8203
Using isolated-mode LO values = 4.2217
Wrong order, LO2 = 790 cm^-1: smallest S = -51545 cm^-2
Capacitance per area, 100 nm film = 0.3370 fF/um^2
Damping widths (assumed) = 40, 40, 60 cm^-1
  TO peaks = 449.56, 799.80, 1069.57 cm^-1
  LO peaks = 509.67, 820.11, 1239.58 cm^-1
  eps_s from peaks = 3.8118, from complex zeros = 3.8059
Electronic resonance (assumed) = 13 eV
  electronic permittivity at 633 nm = 2.1256
  eps_s if that replaces eps_inf = 3.8522
  electronic change at highest LO = 1.54e-04
TO softening (assumed) = 5e-05 per K, heating = 100 K
  change of eps_s at fixed strengths = +0.0172
Field = 5 MV/cm: ionic polarization = 0.755 uC/cm^2
  assumed charge = 4 e, volume = 0.045 nm^3, bond = 0.16 nm
  ionic displacement = 5.30e-04 nm = 0.33 % of bond
Water droplets (assumed): 1 % by volume, permittivity 80
  eps_s with water = 3.9061
Retardation at 500 nm wavelength: largest TO shift = 0.973 cm^-1
Reading errors of 5 cm^-1, all adding: eps_s = 4.1393
```
